Field-ionized trap lifetimes: separating absorber reflection from grid error

A calculated trap lifetime has just come out of an absorbing-potential run, flat against every reasonable change of absorber strength. The decision is whether to accept it, to lengthen the absorber, or to refine the grid. For the trap treated below the flat value of the decay width is 11% too large, although the absorber spoils it by less than 0.1%. Flatness answers one question, and the decision needs two.

**The model and the naive scheme**

The model is one-dimensional. An electron of effective mass m sits in a square well inside a dielectric film whose field ends at xc:

V(x) = −V0 θ(a − |x|) − F min(x, xc).

Energies are measured from the band edge at the trap centre. F is the force, that is, charge times field, and the algebra uses atomic units, ħ = 1. The level leaks to the right, where the potential is flat and the wave is purely outgoing, ψ ∝ exp(ikx). This condition makes the energy complex,

E = Er − iΓ/2,

so that |exp(−iEt)|² = exp(−Γt) and the lifetime is 1/Γ.

The example takes m = 0.4 electron masses, V0 = 3 eV, 2a = 4 Å, xc = 60 Å and a field of 5 MV/cm, so F = 0.05 eV/Å. For numbers in eV and Å, replace 1/(2m) by C = ħ²/(2m). The final kinetic energy K = 1.4811 eV and wave number k = 0.3943 Å⁻¹ give C = K/k² = 9.53 eV Å².

The naive scheme adds −iW with W = η((x − xc)/L)² for xc < x < xc + L, puts a hard wall at the end, uses a three-point grid of step h, and varies η until the eigenvalue stops moving. With L = 60 Å and h = 0.5 Å it gives, at its flattest point, Γ = 4.197×10⁻⁷ eV. Matching Airy functions across the linear pieces of V, with no grid and no absorber, gives 3.784×10⁻⁷ eV.

**What the scan converges to**

With t = 1/(2mh²), the grid equation is

−t(ψₙ₊₁ + ψₙ₋₁ − 2ψₙ) + Vₙψₙ = Eψₙ.

In the flat region ψₙ ∝ exp(iθn) solves it if

E − V(xc) = 2t(1 − cos θ).

The grid therefore has its own outgoing wave, ψₙ₊₁ = zψₙ with z = exp(iθ). Let c be the node at xc. Inserting ψ at c+1 as zψ at c removes all later nodes and changes the last diagonal element from 2t + V to 2t + V − tz. The eigenvalue of this closed matrix, found with z updated at each iteration, is E(h): the decaying state of the grid Hamiltonian with no absorber at all. Hence

E(h,η) − E = [E(h,η) − E(h)] + [E(h) − E].

The first bracket is the fault of the absorber. The second does not contain η, so no scan over η can reveal it. A perfect absorber would deliver E(h), not E.

**The size of the absorber error**

Let φ be the outgoing grid state with energy E₁ and χ the state with the absorber, energy E₂. For n ≤ c both obey the same equation, since W vanishes at xc. Multiply the equation for χ by φₙ, that for φ by χₙ, subtract, and define Dₙ = φₙχₙ₊₁ − χₙφₙ₊₁. The potential cancels and the hopping terms become −t(Dₙ − Dₙ₋₁). The sum telescopes, and the left wall contributes nothing:

(E₂ − E₁) Σφₙχₙ = −t D_c = −t φ_c χ_c (ρ₂ − ρ₁),

where ρ is the ratio of the value at c+1 to that at c. For the outgoing state ρ₁ = z. The absorber sends back a wave of amplitude r, so

ρ₂ = (z + r/z)/(1 + r),
ρ₂ − z = r(1/z − z)/(1 + r) = −2i r sin θ/(1 + r).

To first order in r, χ may be replaced by φ and 1 + r by 1:

ΔE Σφₙ² ≈ 2i t sin θ r φ_c².

This also ignores the difference between z(E₂) and z(E₁). Since dz/dE = iz/(2t sin θ), the neglected term relative to the one kept is |φ_c|²/(2 sin θ Σ|φ|²), which the flux law below turns into Γ/(4t sin²θ) ≈ Γ/(4K), about 10⁻⁷ here.

For the flux law, multiply the equation for φ by φₙ*, sum, and subtract the complex conjugate:

2i Im(E₁) Σ|φₙ|² = −t|φ_c|²(z − z*) = −2i t sin θ |φ_c|²,
Γ Σ|φₙ|² = 2t sin θ |φ_c|².

The tiny imaginary part of θ has been dropped. A narrow level has nearly all its weight in the well and the adjoining part of the barrier, where φ can be chosen almost real, so |Σφ²| ≈ Σ|φ|². Dividing the two results gives

|ΔE| ≈ Γ|r|.

The phase of ΔE depends on that of the reflected wave. Because Γ = −2 Im E, the width changes by a fraction between −2|r| and +2|r|. The error is relative to Γ, however small Γ is: reflection modulates the leak but does not create one. The derivation requires a narrow, isolated level and |r| ≪ 1.

The reflection amplitude costs almost nothing to compute. Start at the last node before the wall, where ρ = 0, and step backwards with Uₙ = Vₙ − iWₙ:

ρₙ₋₁ = 1/[2 + (Uₙ − E)/t − ρₙ].

This is the grid equation divided by ψₙ. At xc, solving the expression for ρ₂ gives r = (z − ρ)/(ρ − 1/z). On the coarse grid, |ΔE|/Γ from eigenvalues and |r| from this recursion are 4.18×10⁻⁴ and 4.18×10⁻⁴ at η = 1.732 eV, and 0.0289 and 0.0293 at 0.669 eV. At 0.1 eV they are 0.44 and 0.59: there r is no longer small and the first-order result fails.

**Why there is a plateau, and where**

A weak absorber lets the wave reach the wall and return. Inside it the local wave number is

k′ = √(k² + 2imW) ≈ k + imW/k, for W ≪ K.

The round trip multiplies the amplitude by exp(−2∫(mW/k)dx), and ∫W dx = ηL/3, so

|r| ≈ exp[−2mηL/(3k)] (wall return).

A strong absorber reflects at its onset. To first order in W, the outgoing Green function exp(ik|x−x′|)/(2ik) with source −2imW exp(ikx′) gives, with x measured from xc,

r = −(m/k) ∫ W exp(2ikx) dx = −(mη/(kL²)) · 2/(−2ik)³ = i mη/(4k⁴L²).

The integral was extended to infinity because the wave is damped before the wall.

In eV and Å the wall exponent is ηL/(3Ck). At η = 0.3 eV it is 0.3×60/(3×9.53×0.3943) = 1.60, so |r| ≈ 0.202; the recursion gives 0.204. The onset law reads η/(8Ck⁴L²) and gives 7.54×10⁻⁴ at 5 eV, against 7.52×10⁻⁴. Both agreements were tested to 3%, at h = 0.25 Å.

Write the wall exponent as Λ. Then η = 3kΛ/(2mL), and the onset law becomes

|r| ≈ 3Λ/(8k³L³).

At fixed Λ the onset reflection falls as the cube of the absorber length in units of 1/k, provided W does not rise far above K. The wall return stays near exp(−Λ), so a much longer absorber pays off fully only with a larger Λ. The onset law also shows when the scheme becomes expensive: an electron leaving with little kinetic energy has small k and needs a long absorber.

**Locating the plateau**

The matrix H is complex symmetric, so its left eigenvector is ψᵀ without conjugation. Differentiate Hψ = Eψ with respect to η and multiply by ψᵀ; the terms with ∂ψ/∂η cancel, and

dE/dη = −i Σ((xₙ − xc)/L)²ψₙ² / Σψₙ², the numerator running over the absorber.

The slope s = |η dE/dη| measures the response to a relative change of η. It also vanishes trivially as η → 0, where nothing is absorbed, so that end of the scan must be excluded. The working η is at the minimum of s reached after s has first risen and fallen again, and the plateau is the region around it where s ≪ Γ. On the coarse grid the scanned strengths with s below 1% of Γ extend from 1.30 to 27.3 eV, and the minimum lies at 2.1 eV.

The minimum of s is a good place to stand but a poor error estimate. There s/Γ is 0.9×10⁻⁴, while |r| is 3.4×10⁻⁴. The two laws indicate why. The onset part of r is proportional to η, so η d/dη leaves it unchanged; the wall part is multiplied by −Λ. At 2.1 eV, Λ ≈ 11, and the laws give an onset part of about 3.2×10⁻⁴ and a wall part of about 1.4×10⁻⁵, which the slope enlarges to 1.6×10⁻⁴. Since W exceeds K near the wall, the wall law is beyond its range there and overstates the damping. Integrating the continuum equation with the wall at L and with it moved far out gives a wall part of 3.3×10⁻⁵, enlarged by the slope to 3.2×10⁻⁴, the size of the onset part. The two nearly add in r and, because of the sign of −Λ, nearly cancel in s. The recursion for r is therefore the error gauge, and s only the locator.

At the top of the scan, η = 30 eV, |r| is 2.35×10⁻³, about half the onset law. A likely cause, not tested separately, is reflection from the complex point where k′ = 0. Since k′ = k√(1 + iW/K), that point lies at x₀ = L√(K/η) exp(iπ/4), measured from xc, and the integral of k′ from 0 to x₀ is πkx₀/4. The semiclassical size of the returning wave, |exp(2i∫k′dx)|, is therefore exp[−πkL√(K/η)/(2√2)] ≈ 3×10⁻³, comparable with the onset term and able to interfere with it.

**Removing the grid error**

Refinement can be extrapolated safely if the powers of h are known. The danger is the well edge. Put it on a node and give that node the mean of the left and right potentials. Continue the left-hand grid solution one node to the right, calling the value ψ₁ᴸ, and the right-hand solution one node to the left, ψ₋₁ᴿ. Each continued solution satisfies its own equation at node 0:

ψ₁ᴸ + ψ₋₁ − 2ψ₀ = 2mh²(Vᴸ − E)ψ₀,
ψ₁ + ψ₋₁ᴿ − 2ψ₀ = 2mh²(Vᴿ − E)ψ₀.

Half their sum has the same right side as the actual equation at node 0, so ψ₁ + ψ₋₁ = ½(ψ₁ᴸ + ψ₋₁ + ψ₁ + ψ₋₁ᴿ), or

ψ₁ − ψ₋₁ᴿ = ψ₁ᴸ − ψ₋₁.

This equates two central-difference derivatives, which are even in h, as is the grid equation between the edges. The outgoing condition is even too when written the same way, with sin θ/h. The error therefore runs in h², h⁴ and so on, provided xc and the well edges are nodes.

Let g₁, g₂, g₃ be ln Γ at steps h, h/2, h/4. Eliminating h² gives (4g₂ − g₁)/3 and (4g₃ − g₂)/3; eliminating h⁴ from these gives

g = (64g₃ − 20g₂ + g₁)/45.

The magnitudes of the weights add to 85/45 = 1.9. If each ln Γ carries an absorber error of at most 2|r|, the result carries at most 3.8|r|. Extrapolation removes grid error and leaves absorber error in place.

For steps of 0.5, 0.25 and 0.125 Å, the outgoing grid states have errors in ln Γ of 0.1045, 0.0262 and 0.0066 relative to the Airy result, falling by a factor of four each time. Their size can be traced. The barrier starts at the well edge with height B = −Er − Fa = 1.42 eV and decay constant κₐ = √(B/C) = 0.386 Å⁻¹, and it ends after d = B/F = 28.4 Å. The tunnelling exponent is

S = 2∫κ dx = (4/3)κₐd, so −dS/dE = 2κₐ/F = 15.4 per eV.

The coarse grid raises the level from −1.5189 to −1.5129 eV, which adds 0.0060×15.4 = 0.092 to ln Γ. The grid also decays too slowly: cosh(κₕh) = 1 + κ²h²/2 gives κₕ ≈ κ(1 − κ²h²/24), which adds

(h²/12)∫κ³dx = (h²/12)(2/5)κₐ³d = 0.014.

The sum, 0.106, accounts for the 0.104 found. A level error that would be harmless in a spectrum is amplified by the slope of the tunnelling exponent. That amplification grows as the field falls, because 2κₐ/F does.

**The working scheme**

1. Find the bound state with a wall placed inside the barrier. Its energy and vector are the seed.
2. For each η, solve (H − E)w = ψ, replace ψ by w, and set E = ψᵀHψ/ψᵀψ; repeat until E settles.
3. Choose η at the plateau minimum of s, not at the trivial one near η = 0, and compute r there by the backward recursion.
4. If 4|r| exceeds the fractional error allowed in Γ, lengthen the absorber.
5. Repeat on three grids and extrapolate ln Γ.

The plateau values are 4.197, 3.881 and 3.806×10⁻⁷ eV, all at η = 2.1 eV. They extrapolate to Γ = 3.781×10⁻⁷ eV, a lifetime of 1.741×10⁻⁹ s. The Airy lifetime is 1.740×10⁻⁹ s. The remaining error in ln Γ is −6.9×10⁻⁴, inside the estimate 4|r| = 1.4×10⁻³. The same extrapolation of the absorber-free grid states errs by 1.5×10⁻⁷, so what is left is reflection.

The opposite case confirms the separation. With L = 20 Å and η held at 4.08 eV, |ΔE|/Γ is 0.0070 at h = 0.5 Å and 0.0072 at 0.125 Å. The same refinement reduces the grid error sixteenfold. Each remedy cures its own fault.

That Γ is a decay rate was tested without an absorber. The seed state was released on the coarse grid in a box reaching to 860 Å, and the probability left of xc was followed from 60 to 100 fs, before appreciable reflection from the far wall could return. Its decay gives 4.195×10⁻⁷ eV, against 4.200×10⁻⁷ eV for E(h) on that grid.

Very long lifetimes meet a different limit. The rounding scale of the coarse matrix is 3×10⁻¹⁴ eV, and a width of that size means a lifetime of about 0.02 s. Retention over years lies far beyond this. A general-purpose eigenvalue solver in double precision leaves rounding errors of about this scale in the imaginary part, so a smaller width taken from it is noise. The inverse iteration of step 2 can resolve smaller widths, but such a value should be checked in higher precision.

**What the number means for a memory cell**

The parameters lie in the rough regime of electron traps in silicon nitride: depths of one to two eV, masses near half the free mass, films several nanometres thick. The field is half of a rough breakdown field of 10 MV/cm, so it belongs to programming or erasing, not to retention. A lifetime of 1.7 ns is short beside the microseconds to milliseconds typical of those operations, but the model does not describe those operations, which also involve injection through the oxides. Within the model, dimensionality and trap depth each move the lifetime by large factors.

A real trap emits into three dimensions. For a zero-range trap with decay constant κ, the state √(κ/2π) exp(−κr)/r has, at transverse momentum p, the amplitude √(2πκ) exp(−qz)/q with q² = κ² + p². A wave A exp(−qz) leaks at the semiclassical rate A²(q/m) exp[−2q³/(3mF)]. Integrating over p with p dp = q dq, and dividing by the one-dimensional rate (κ²/m) exp(−S₀), where S₀ = 2κ³/(3mF) and A² = κ for the normalized state √κ exp(−κ|x|), leaves

Γ(3D)/Γ(1D) = ∫₁^∞ exp[−S₀(u³ − 1)] du ≈ 1/(3S₀).

The integral is 0.020 here, so for a zero-range trap at this level spreading alone would lengthen the lifetime about fiftyfold, to roughly 0.1 μs.

Other omissions were sized separately with rough inputs; the factors are not to be multiplied together. Those for charge, band structure and mass use the tunnelling exponent alone, at fixed level energy, so they are good to a factor of two or three at best. If the empty trap is positively charged, its Coulomb tail (permittivity 4) raises Γ about 90 times by the exponent alone, and about 40 times when the one-dimensional pole is recomputed with the well adjusted to hold the level. Lattice broadening at 300 K, with relaxation energy 0.3 eV and phonon energy 0.06 eV, raises it up to about 10 times if 1.52 eV is the vertical depth, with the lattice frozen; this is a Gaussian average over static level depths, and a sum over quantized phonons gives about 7. If 1.52 eV is the thermal depth, the same sum lowers Γ about thirteenfold. Two-band dispersion with a 5 eV gap raises it about 4 times. A mass of 0.5 instead of 0.4 lowers it to 0.18 of its value if the level energy is held fixed; in an unchanged well the level would also sink, and the reduction would be much stronger. Coherent reflection at a 1 eV oxide step could change it by a factor between about 0.57 and 1.75, depending on the phase of the returning wave. Purely thermal emission over the full depth, at an attempt rate of 10¹³ s⁻¹, would take 3×10¹² s and is negligible at this field.

These factors decide how far numerical refinement is worth taking. Removing the 11% grid error matters when the model is compared with another calculation or fitted across fields. For predicting one device, the depth of the trap, its charge state and the effective mass matter far more than either numerical error. The depth matters most: 0.1 eV changes Γ by a factor of about 4.5, and moving the level to 1.10 or 1.96 eV multiplies it by about 320 or 7×10⁻⁴. The numerical output lists the scan and the separate estimates.

Computed results

```
mass 0.4 m_e, well depth 3.0 eV, well width 4.0 angstrom
field 5.0 MV/cm, field ends at 60.0 angstrom
left wall -40.0 angstrom, absorber length 60.0 angstrom
exit point 30.38 angstrom, kinetic energy at end 1.4811 eV
outgoing wave number 0.3943 1/angstrom
Airy pole: Er -1.518858 eV, Gamma 3.78369e-07 eV
Airy lifetime 1.7396e-09 s
scan at h = 0.5 angstrom:
eta (eV), Gamma (eV), |eta dE/deta|/Gamma, |dE|/Gamma, |r|
  0.100 1.56744e-07 1.78e-01 4.43e-01 5.87e-01
  0.259 3.13422e-07 2.77e-01 2.26e-01 2.53e-01
  0.669 4.06224e-07 9.89e-02 2.89e-02 2.93e-02
  1.732 4.19680e-07 1.07e-03 4.18e-04 4.18e-04
  4.481 4.19469e-07 6.69e-04 6.70e-04 6.70e-04
 11.595 4.18515e-07 2.10e-03 1.80e-03 1.81e-03
 30.000 4.18488e-07 1.15e-02 2.34e-03 2.35e-03
eta window with slope < 1% of Gamma: 1.30 to 27.28 eV (scan ends at 30 eV)
h (A), best eta (eV), Er (eV), Gamma (eV), ln grid error, |r|
0.500 2.095 -1.512860 4.19746e-07 +0.10446 3.39e-04
0.250 2.095 -1.517355 3.88147e-07 +0.02620 3.44e-04
0.125 2.095 -1.518482 3.80595e-07 +0.00656 3.45e-04
coarse grid, ln Gamma error: absorber -6.78e-04, grid +1.04e-01
minimum slope/Gamma on coarse grid 9.18e-05
extrapolated Gamma 3.78109e-07 eV
extrapolated lifetime 1.7408e-09 s
its ln error against Airy -6.88e-04
same without absorber +1.54e-07
wall law at eta 0.3 eV: 0.2024, recursion 0.2037
onset law at eta 5 eV: 7.538e-04, recursion 7.519e-04
short absorber 20.0 angstrom, eta 4.08 eV:
  |dE|/Gamma 0.0070 at h 0.5, 0.0072 at h 0.125 angstrom
Gamma from time decay 4.1945e-07 eV, grid pole 4.2003e-07 eV
rounding scale of coarse matrix 3.4e-14 eV
field +20%: ln Gamma change 2.669, WKB 2.661
neglected effects, factor on Gamma (rough inputs):
  3D spreading, zero-range trap: 0.0198
  charged empty trap, permittivity 4.0: 8.9e+01
  two-band dispersion, gap 5.0 eV: 3.72
  mass 0.5 instead of 0.4: 0.178
  lattice 0.3 eV, phonon 0.06 eV, 300 K: 9.6
  oxide step 1.0 eV: |r| 0.274, up to 1.75
  endless ramp instead of flat end: 1.0211
thermal lifetime, attempt rate 1e+13 1/s: 3.3e+12 s
field / rough breakdown field 10.0 MV/cm: 0.50
```
